# First-order energy focusing in a single-stage uniform-field reflectron

## Choosing the mirror field

Before ions can be traced through a time-of-flight mass spectrometer, the field of its ion mirror must be chosen. Take the drift lengths and the accelerating voltage as given. The mirror field then decides how deep the ions go before they turn back. If it is chosen badly, ions of equal mass but slightly different energy arrive at different times, and neighbouring masses can overlap. For a plane mirror with one uniform field, the choice follows from a single condition: the total field-free path must be four times the depth at which an ion of the reference energy turns.

The mechanism is a competition between two opposite changes in flight time. A faster ion crosses the field-free region in less time, but it goes deeper into the mirror and stays there longer. The calculation below finds when the two changes cancel to first order, and how large the remainder is.

## Model and conventions

An ion of mass $m$ and positive charge $q$ starts at time zero from a fixed plane with kinetic energy $U$. It drifts a distance $L_1$ to the mirror, turns inside it, and drifts back a distance $L_2$ to a detector plane parallel to the mirror. The total field-free path is

$$L=L_1+L_2. \tag{1}$$

The mirror itself is not part of $L$. The $z$ axis points into the mirror along its normal, with $z=0$ at the entrance. For $z>0$ there is a uniform electric field of magnitude $E$ pointing towards negative $z$, so the force on the ion is $-qE$. For $z<0$ there is no field. The motion is at first along the normal; tilted paths are treated later. It is classical and nonrelativistic, ions do not act on one another, and the mirror is deep enough for every ion to turn inside it.

The reference energy is $U_0$, the corresponding speed is $v_0$, and the turning depth at that energy is $d$. The depth of an ion of another energy is written $D(U)$, so that $D(U_0)=d$. The fields and lengths are held fixed while $U$ varies.

## Time in the drift region

From $U=\tfrac12 mv^2$ the speed outside the mirror is

$$v=\sqrt{\frac{2U}{m}}. \tag{2}$$

The mirror field is static, so energy is conserved and the ion leaves the mirror with the speed at which it entered. Both drift legs are therefore covered at speed $v$, and their total duration is

$$t_{\rm drift}=\frac{L_1+L_2}{v}=\frac{L}{v}=L\sqrt{\frac{m}{2U}}. \tag{3}$$

This time falls as $U$ rises. The division of $L$ into two legs has no influence on it.

## Time in the mirror

Let $t$ now count from entry into the mirror. Newton's equation is $m\ddot z=-qE$, with $z(0)=0$ and $\dot z(0)=v$. Two integrations give

$$\dot z=v-\frac{qE}{m}t,\qquad z=vt-\frac{qE}{2m}t^2. \tag{4}$$

The ion is at the entrance when $z=0$, that is, when

$$t\left(v-\frac{qE}{2m}t\right)=0. \tag{5}$$

The root $t=0$ is the entry. The other root is the exit, so

$$t_{\rm mirror}=\frac{2mv}{qE}. \tag{6}$$

At the turning point all the kinetic energy has become potential energy, $qED=U$, which gives

$$D(U)=\frac{U}{qE},\qquad d=\frac{U_0}{qE}. \tag{7}$$

To write the mirror time in terms of this depth, insert $qE=U/D=mv^2/(2D)$ in (6):

$$t_{\rm mirror}=2mv\,\frac{2D}{mv^2}=\frac{4D}{v}. \tag{8}$$

The factor four has a direct reading. The ion travels a distance $2D$ inside the mirror, in and out. Under constant deceleration from $v$ to zero its mean speed is $v/2$. The time is thus $2D/(v/2)=4D/v$: the mirror takes as long as a field-free path of length $4D$.

Equation (8) alone might suggest that the mirror time falls with speed. It does not, because $D$ is proportional to $v^2$. Equation (6) shows the true dependence at fixed field: the mirror time is proportional to $v$, and hence to $\sqrt U$.

## The condition for cancellation

Adding (3) and (6), with (2) for the speed, gives the total flight time

$$T(U)=L\sqrt{\frac m2}\,U^{-1/2}+\frac{2\sqrt{2m}}{qE}\,U^{1/2}. \tag{9}$$

Differentiate each power of $U$, with $L$ and $E$ fixed:

$$\frac{dT}{dU}=-\frac L2\sqrt{\frac m2}\,U^{-3/2}+\frac{\sqrt{2m}}{qE}\,U^{-1/2}. \tag{10}$$

Now multiply by $U$ and use $\sqrt{m/(2U)}=1/v$ in the first term. In the second, $\sqrt{2mU}=mv$, and (6) and (8) give $mv/(qE)=2D/v$. The result is

$$U\frac{dT}{dU}=-\frac{L}{2v}+\frac{2D}{v}=\frac{4D-L}{2v}. \tag{11}$$

At $U=U_0$ the depth is $d$. Since $U_0$ and $v_0$ are positive and finite, the derivative vanishes if and only if

$$\boxed{L=4d.} \tag{12}$$

This is the stated result. In this condition the reference ion spends equal times in the drift region and in the mirror, since $L/v_0=4d/v_0$. The equality makes the cancellation plain: one time varies as $U^{-1/2}$ and the other as $U^{1/2}$, so equal times have opposite first-order changes.

If the ions are accelerated from rest through a voltage $V$, then $U_0=qV$ and (7) becomes $d=V/E$. Mass and charge have dropped out. One setting of the mirror therefore serves all ions accelerated through the same voltage, and the field to choose is $E=4V/L$.

## A mirror that does not match the drift length

Dividing (11) at $U_0$ by $T(U_0)=(L+4d)/v_0$ gives the relative sensitivity for any ratio of $L$ to $d$:

$$\left.\frac{d\ln T}{d\ln U}\right|_{U_0}=\frac{4d-L}{2(4d+L)}. \tag{13}$$

Two limits show what each part does. For $d\ll L$, a very strong field turns the ion almost at once, and the sensitivity tends to $-1/2$, the value for a straight drift tube. A hard mirror reflects the ion but does not correct its time. For $L\ll4d$, nearly all the time is spent in the mirror and the sensitivity tends to $+1/2$: the more energetic ion is late. The condition (12) lies between these cases.

The same equation shows what a wrong field does. By (11), $T$ is stationary where $D(U)=L/4$, which is the energy

$$U_*=\frac{qEL}{4}. \tag{14}$$

A field error does not destroy the stationary point; it moves it to another energy. The useful design question is whether $U_*$ lies within the range of energies that the source delivers.

## What remains after first order

Let $L=4d$, and define $s=U/U_0$. Then $v=v_0\sqrt s$ from (2) and $D=sd$ from (7). With (3) and (8),

$$T=\frac{L}{v_0\sqrt s}+\frac{4sd}{v_0\sqrt s}
=\frac L{v_0}\left(s^{-1/2}+s^{1/2}\right). \tag{15}$$

At $s=1$ this is $T_0=2L/v_0$. Hence

$$\frac{T}{T_0}=\frac{s^{1/2}+s^{-1/2}}2=\cosh\!\left(\tfrac12\ln s\right). \tag{16}$$

Putting $x=\sqrt s$ and subtracting one gives

$$\frac T{T_0}-1=\frac{x^2+1-2x}{2x}=\frac{(x-1)^2}{2x}\ge0. \tag{17}$$

The reference time is a minimum. Within this model, an ion with more energy and an ion with less energy both arrive late.

For a small relative energy offset $\delta=s-1$, the binomial series are

$$s^{1/2}=1+\frac\delta2-\frac{\delta^2}8+\frac{\delta^3}{16}+\cdots,
\qquad
s^{-1/2}=1-\frac\delta2+\frac{3\delta^2}8-\frac{5\delta^3}{16}+\cdots. \tag{18}$$

In half their sum the linear terms cancel, and

$$\frac T{T_0}=1+\frac{\delta^2}8-\frac{\delta^3}8+\cdots. \tag{19}$$

The quadratic term about the minimum cannot be removed by another choice of $E$, because (14) and (16) show that changing $E$ shifts the minimum without flattening it. It can be used well, however. If the energies fill a narrow interval, placing $U_*$ at its middle rather than at one end halves the largest offset and so reduces the largest delay by about a factor of four.

## From flight time to mass resolution

At fixed energy and field, (9) has the form $T=C\sqrt m$, where $C$ does not depend on mass. Taking the differential gives

$$\frac{dT}{T}=\frac12\frac{dm}{m}. \tag{20}$$

A time difference $\Delta T$ between ions of the same mass therefore imitates a mass difference $\Delta m$ with

$$\frac m{\Delta m}=\frac T{2\Delta T}. \tag{21}$$

For the reflectron, $\Delta T\simeq T_0\delta^2/8$ from (19), so energy offset alone gives $m/\Delta m\simeq4/\delta^2$. In a straight tube $T\propto U^{-1/2}$, so $\Delta T\simeq T|\delta|/2$ and $m/\Delta m\simeq1/|\delta|$. First-order cancellation changes the law, not merely its coefficient.

## Paths at an angle to the mirror

An ion sent along the normal returns towards its source. To place the detector beside the source, the path must be tilted by an angle $\theta$ from the normal. There is no force parallel to the mirror, so the motion along $z$ is the earlier problem with $v$ replaced by $v\cos\theta$. Its energy is

$$U_z=\tfrac12m(v\cos\theta)^2=U\cos^2\theta. \tag{22}$$

The condition $L=4d$ keeps its form if $L$ is measured along the normal and $d=U_0\cos^2\theta/(qE)$ is the actual penetration. If the drift length is measured along the tilted path, it is $L/\cos\theta$, and the condition reads $L_{\rm path}=4d/\cos\theta$.

Suppose instead that the field was set for normal incidence. An ion of energy $U_0$ then has $s=\cos^2\theta$ in (16), or $x=\cos\theta$ in (17), and its delay is

$$\frac T{T_0}-1=\frac{(1-\cos\theta)^2}{2\cos\theta}\simeq\frac{\theta^4}8, \tag{23}$$

where $1-\cos\theta\simeq\theta^2/2$ was used and $\theta$ is in radians.

The parallel detector matters here. The ion moves sideways by $\tan\theta\,(L+4D)$, which depends on energy through $D$. On a detector plane inclined to the mirror, a sideways shift along the slope changes the axial drift length, and $L$ can no longer be held fixed in (10).

## Example: platinum isotopes in an atom probe

An atom probe removes ions from a sharp needle and identifies them by flight time. Consider doubly charged platinum with mass numbers 194 and 195, each taken as the ion mass in atomic mass units. The true masses, about 193.96 and 194.96 u, would change some figures below in their last digit: $T_0$ falls by about 0.8 ns and the isotope spacing rises from 20.6 to 20.7 ns. The model parameters are $V=5.0$ kV, $L_1=250$ mm and $L_2=150$ mm.

The reference energy is $U_0=2\times5000=10000$ eV and the total drift is $L=400$ mm. Condition (12) requires $d=400/4=100$ mm, and therefore

$$E=\frac Vd=\frac{5000\ \text{V}}{100\ \text{mm}}=50\ \text{V/mm}.$$

For mass 195, equation (2) gives $v_0=99.478$ mm/µs. The drift takes $400/99.478=4.021$ µs and the mirror takes the same, so $T_0=8.042$ µs.

Now let an ion have 1% less energy, $\delta=-0.01$. It turns at 99 mm instead of 100 mm. From (3) and (6), its two times change by

$$\Delta t_{\rm drift}=+20.257\ \text{ns},\qquad
\Delta t_{\rm mirror}=-20.155\ \text{ns}.$$

Their sum is a delay of 0.10 ns. The leading term of (19) gives the same value, $8042\times10^{-4}/8=0.10$ ns.

The two isotopes, at equal energy, are separated by

$$T_0\left(1-\sqrt{194/195}\right)=20.6\ \text{ns}.$$

For comparison, take a straight tube of length 800 mm, which gives the reference ion the same flight time. There the 1% deficit causes a delay of 40.5 ns, about twice the isotope spacing. A mass-194 ion with the deficit arrives 19.8 ns after a mass-195 ion without it, so the order is wrong. In the reflectron the same mass-194 ion arrives 20.5 ns earlier, and the order is right. By (21), the deficit alone corresponds to $m/\Delta m\approx99$ in the tube and about 39600 in the reflectron. The second figure describes one error in an ideal mirror; it does not predict the resolution of an instrument.

### Field error and tilt

If the field is 1% too high, (14) puts the stationary energy 1% above $U_0$. The reference ion is then about 1% below the minimum and the deficit ion about 2% below it. Their delays are in the ratio $1:4$, so their difference is about three times the earlier 0.10 ns. The full expression (9) gives 0.30 ns.

A tilt of $5^\circ$ shifts the arrival point sideways from the source by 69.7 mm, measured parallel to the mirror. With the field unchanged, it delays the reference ion by 0.058 ns, as (23) predicts, but it also moves the ion away from the minimum. The delay caused by the 1% deficit rises to 0.26 ns. Resetting the field to $50\cos^2 5^\circ=49.62$ V/mm brings it back to 0.10 ns.

### Field edge, acceleration and timing

A real field does not begin abruptly. As a model of the edge, let it rise linearly from zero to $E$ over 5 mm, centred on $z=0$. Numerical integration of Newton's equation with a Runge–Kutta method gives a shift of 0.11 ns for the reference ion. This shift is nearly common to both energies: the delay due to the deficit changes by about 0.002 ns.

The ion also needs time to gain its energy. For a uniform accelerating field across a gap $g=0.04$ mm, the mean speed is $v_0/2$ and the time is $2g/v_0=0.80$ ns. It varies as $U^{-1/2}$ when the voltage is constant during the transit, so a 1% deficit due to a lower constant voltage adds about 0.004 ns. Near a needle the potential drops more steeply at the start, the ion is faster at each point of the gap, and the transit is shorter than in this estimate. A gap this small assumes a counter-electrode very close to the needle. With an electrode some 10 mm away, the acceleration extends over a longer path, and the time in excess of free drift can reach a few nanoseconds.

Two further neglected effects are smaller near normal incidence. At 50 K the thermal energy $k_{\rm B}T_{\rm s}$, with $T_{\rm s}$ the specimen temperature, is $4.3\times10^{-7}$ of the ion energy. Its effect on time goes with the square root of this ratio, $6.6\times10^{-4}$. A starting velocity of this energy along the path shortens the time in the uniform gap by about 0.0005 ns. Directed sideways, it changes the angle by $6.6\times10^{-4}$ rad, which shifts the flight time by about 0.002 ns at $5^\circ$ and 0.1 ns at $20^\circ$ with the field unchanged. The ratio of kinetic to rest energy, which sets the scale of relativistic corrections, is $5.5\times10^{-8}$; the flight time changes by about 0.0002 ns.

There is also an effect that the mirror does not address. If ions leave at different instants, or the detector records them with a random time error, that spread is added to $T$. A rough spread of 1 ns gives, by (21), $m/\Delta m=8042/2\approx4000$, about ten times lower than the limit from the energy deficit. For a 1% deficit near normal incidence, better timing is therefore worth more than a finer correction of energy. At larger tilts with the field unchanged, the energy error can itself exceed 1 ns.

If departure time is correlated with energy, the condition itself changes. For a departure time $t_{\rm s}(U)$, the arrival time is $t_{\rm s}+T$, and it is stationary when $dT/dU=-dt_{\rm s}/dU$. By (11), the best ratio $L/d$ is then no longer four.

### The model beside a real atom probe

Accelerating voltages of several kilovolts, flight paths of some hundreds of millimetres and energy deficits of around a percent under voltage pulsing are roughly typical of atom probes, so the example lies in a realistic regime. The assumption of a narrow beam, however, is not met. A needle emits ions over a wide cone, and the delay (23) grows as $\theta^4$. Going from $5^\circ$ to $20^\circ$ multiplies it by about $4^4=256$, from 0.058 ns to roughly 15 ns (15.6 ns from the exact form of (23)), which is comparable with the isotope spacing. A plane mirror with one field setting would then need a correction based on the arrival position. Such a correction does not remove the energy error: at $20^\circ$, with the field still set for normal incidence, a 1% deficit causes a delay of about 2.6 ns relative to an ion of the reference energy at the same angle. The deficit ion also lands about 1.3 mm nearer the source, so relative to a reference ion arriving at the same point, which is what a position correction compares, the delay is about 2.9 ns. Curved mirrors are used for wide-angle instruments, and the condition $L=4d$ for a plane uniform field should not be carried over to them unchanged.
